Rayleigh-Schrödinger Perturbation Theory Through Fourth Order

A Hermitian Hamiltonian is split into a solved part and a perturbation,

H(λ) = H₀ + λV,

where λ is a real parameter that counts orders and is set to 1 at the end. The solved part has a complete orthonormal set of eigenfunctions,

H₀|k⟩ = eₖ|k⟩, k = 0, 1, 2, …

The state to be followed is |0⟩. Its energy E₀ = e₀ is nondegenerate, so eₖ ≠ e₀ for k ≠ 0. For simplicity the basis is taken as finite. The energy E(λ) and a suitably scaled eigenfunction Ψ(λ) then have power series around λ = 0:

E = E₀ + λE₁ + λ²E₂ + …
Ψ = Ψ₀ + λΨ₁ + λ²Ψ₂ + …, Ψ₀ = |0⟩.

Whether these series converge at λ = 1 is a separate question, taken up in part (e).

**(a) The eigenvalue equation leaves the length of Ψ open. Fix it by ⟨0|Ψ⟩ = 1, called intermediate normalization. What does this say about each Ψₙ, and which equation holds at order λⁿ?**

*Solution.* The scaling is possible whenever ⟨0|Ψ⟩ ≠ 0, which is true for small λ because Ψ starts from |0⟩. Inserting the series gives

1 = ⟨0|0⟩ + λ⟨0|Ψ₁⟩ + λ²⟨0|Ψ₂⟩ + …

The first term is already 1, and the equation holds for a whole range of λ, so every other coefficient vanishes:

⟨0|Ψₙ⟩ = 0 for n ≥ 1.

All corrections are orthogonal to the reference. They need not be orthogonal to each other. Since ⟨Ψ|Ψ⟩ = 1 + ‖Ψ − |0⟩‖², Ψ is longer than unit length unless it equals |0⟩.

Now insert both series in HΨ = EΨ and collect the factors of λⁿ. On the left, H₀ acts on Ψₙ, and λV acts on Ψₙ₋₁. On the right, the orders of energy and function must add up to n:

H₀Ψₙ + VΨₙ₋₁ = E₀Ψₙ + Σ(k=1…n) EₖΨₙ₋ₖ.

Collecting the terms with Ψₙ on one side gives

(E₀ − H₀)Ψₙ = VΨₙ₋₁ − Σ(k=1…n) EₖΨₙ₋ₖ.  (1)

**(b) Solve (1) for Eₙ and Ψₙ in terms of lower orders.**

*Solution.* Multiply (1) from the left by ⟨0|. Since H₀ is Hermitian, ⟨0|(E₀ − H₀) = 0, and the left side vanishes. In the sum, ⟨0|Ψₙ₋ₖ⟩ is zero except for k = n, where it is ⟨0|0⟩ = 1. Hence

Eₙ = ⟨0|V|Ψₙ₋₁⟩.  (2)

For the function, E₀ − H₀ must be inverted. It has no inverse on |0⟩, where it gives zero, but it has one on all other states. Define

R = Σ(k≠0) |k⟩⟨k| / (E₀ − eₖ).

This operator is Hermitian, it obeys R|0⟩ = 0, and R(E₀ − H₀) = 1 − |0⟩⟨0|. Apply R to (1). On the left, (1 − |0⟩⟨0|)Ψₙ = Ψₙ by part (a). On the right, the term k = n is Eₙ|0⟩, which R removes. The result is

Ψₙ = R[VΨₙ₋₁ − Σ(k=1…n−1) EₖΨₙ₋ₖ].  (3)

Equations (2) and (3) form the recursion. From Ψ₀ one gets E₁ and Ψ₁, from these E₂ and Ψ₂, and so on. If another state were degenerate with |0⟩, R would contain a division by zero. One would then first have to find the right starting combination within the degenerate level.

**(c) Write out the functions through Ψ₃ and the energies through E₄. Reduce E₃ and E₄ to expressions that need no function beyond Ψ₂.**

*Solution.* It helps to define W = V − E₁, the perturbation measured from its mean value in the reference. For n = 1 the sum in (3) is empty. For n = 2 it has one term, and for n = 3 two:

Ψ₁ = RV|0⟩
Ψ₂ = R(VΨ₁ − E₁Ψ₁) = RWΨ₁
Ψ₃ = R(VΨ₂ − E₁Ψ₂ − E₂Ψ₁) = R(WΨ₂ − E₂Ψ₁).

The first two energy corrections follow from (2):

E₁ = ⟨0|V|0⟩
E₂ = ⟨0|V|Ψ₁⟩ = ⟨0|VRV|0⟩.

For the next two, take the adjoint of Ψ₁ = RV|0⟩. Both R and V are Hermitian, so

⟨0|VR = ⟨Ψ₁|.  (4)

In third order this gives

E₃ = ⟨0|V|Ψ₂⟩ = ⟨0|VR WΨ₁⟩ = ⟨Ψ₁|W|Ψ₁⟩.

In fourth order,

E₄ = ⟨0|V|Ψ₃⟩ = ⟨0|VR(WΨ₂ − E₂Ψ₁)⟩ = ⟨Ψ₁|W|Ψ₂⟩ − E₂⟨Ψ₁|Ψ₁⟩.

With the abbreviations P = ⟨Ψ₁|W|Ψ₂⟩ and N = ⟨Ψ₁|Ψ₁⟩,

E₄ = P − E₂N.  (5)

P is called the principal term and −E₂N the renormalization term. The minus sign can be traced to (1), where the energy terms were moved to the side of V. The factor E₂ is the energy that multiplies Ψ₁ in the equation for Ψ₃.

**(d) Write the energies as sums over the states of H₀. If |0⟩ is the ground state of H₀, what can be said about the signs?**

*Solution.* Let Vₖₗ = ⟨k|V|l⟩, Wₖₗ = Vₖₗ − E₁δₖₗ and Dₖ = e₀ − eₖ. All sums below leave out the reference. The definition of R gives Ψ₁ = Σₖ |k⟩Vₖ₀/Dₖ, and therefore

E₂ = Σₖ |V₀ₖ|²/Dₖ
N = Σₖ |V₀ₖ|²/Dₖ²
E₃ = Σₖₗ V₀ₖWₖₗVₗ₀/(DₖDₗ)
P = Σₖₗₘ V₀ₖWₖₗWₗₘVₘ₀/(DₖDₗDₘ).

For a ground state every Dₖ is negative, so E₂ ≤ 0. For P, use Ψ₂ = RWΨ₁:

P = ⟨Ψ₁|WRW|Ψ₁⟩ = Σₗ |⟨l|W|Ψ₁⟩|²/Dₗ ≤ 0.

Since N ≥ 0, the renormalization term obeys −E₂N ≥ 0. The two parts of E₄ therefore oppose each other, and the sign of E₄ depends on which is larger. The form of E₃ contains W between two equal functions, and W can have either sign, so E₃ has no fixed sign in general.

**(e) Test (5) on two levels with gap Δ > 0 and coupling v > 0. When does the series converge?**

*Solution.* Take e₀ = 0, e₁ = Δ, V₀₁ = V₁₀ = v and V₀₀ = V₁₁ = 0. Then E₁ = 0, W = V and D₁ = −Δ. The recursion gives

Ψ₁ = −(v/Δ)|1⟩, E₂ = −v²/Δ, N = v²/Δ².

Next, WΨ₁ = −(v²/Δ)|0⟩. This lies along the reference, so R removes it and Ψ₂ = 0. Both E₃ and P vanish, and

E₄ = −E₂N = v⁴/Δ³.

Here the renormalization term is the whole fourth-order energy. The lower root of the 2 × 2 eigenvalue problem, E(E − Δ) = λ²v², is

E = (Δ/2)[1 − √(1 + x)], x = 4λ²v²/Δ².

With √(1 + x) = 1 + x/2 − x²/8 + …,

E = −Δx/4 + Δx²/16 − … = −λ²v²/Δ + λ⁴v⁴/Δ³ − …

which agrees in both orders. For Δ = 2.0 and v = 0.3 hartree, E₂ = −0.09/2.0 = −0.045 hartree, N = 0.09/4.0 = 0.0225, and E₄ = 0.045 × 0.0225 = 0.0010125 hartree.

The square root has its singular points at x = −1, which means λ = ±iΔ/(2v). The series converges inside the circle through these points, so at λ = 1 it converges if v < Δ/2, and still, slowly, at v = Δ/2. For v > Δ/2 it diverges, although the two levels do not cross at any real λ. As Δ → 0 the circle shrinks to nothing. At Δ = 0 the eigenvalues are ±λv, with eigenvectors (|0⟩ ± |1⟩)/√2, and the lower root −|λ|v passes from one branch to the other at λ = 0. Neither eigenvector starts from |0⟩, so no series can be built on |0⟩. Starting from either combination instead, the energy is exactly ±λv. This is the failure for a degenerate reference, and its cure, noted in part (b).

**(f) What does the renormalization term have to do with a norm? Consider the energy expectation value of Φ = |0⟩ + λΨ₁, and then see what unit normalization does to (5).**

*Solution.* Since ⟨0|Ψ₁⟩ = 0, the squared norm is ⟨Φ|Φ⟩ = 1 + λ²N. For the numerator, subtract E₀ + λE₁ from H, which leaves (H₀ − E₀) + λW. Its expectation value in Φ has these parts:

- The terms ⟨0|H₀ − E₀|0⟩ and λ⟨0|W|0⟩ vanish, and so do the cross terms of H₀ − E₀, because H₀ − E₀ gives zero on |0⟩.
- The term λ²⟨Ψ₁|H₀ − E₀|Ψ₁⟩ equals −λ²E₂. By (1), (E₀ − H₀)Ψ₁ = W|0⟩, and ⟨Ψ₁|W|0⟩ = ⟨Ψ₁|V|0⟩ = E₂.
- The two cross terms of λW give 2λ²E₂.
- The last term is λ³⟨Ψ₁|W|Ψ₁⟩ = λ³E₃.

The second-order parts add up to −E₂ + 2E₂ = E₂. Hence

⟨Φ|H|Φ⟩/⟨Φ|Φ⟩ = E₀ + λE₁ + (λ²E₂ + λ³E₃)/(1 + λ²N).  (6)

Expanding 1/(1 + λ²N) = 1 − λ²N + … gives the fourth-order coefficient −E₂N. The renormalization term is thus the first effect of dividing by the norm. The principal term is absent from (6), because it needs Ψ₂, which Φ does not contain.

The factor in front of E₂N depends on the normalization. For unit length, divide Ψ by its norm. Since ⟨Ψ|Ψ⟩ = 1 + λ²N + …, the factor is 1 − λ²N/2 + …. It leaves Ψ₁ unchanged and turns Ψ₂ into

Ψ₂′ = Ψ₂ − (N/2)|0⟩.

With ⟨Ψ₁|W|0⟩ = E₂ this gives ⟨Ψ₁|W|Ψ₂′⟩ = P − E₂N/2, and (5) becomes

E₄ = ⟨Ψ₁|W|Ψ₂′⟩ − E₂N/2.

The energy is the same, as it must be, since an eigenvalue does not depend on the length of its eigenfunction. What changes is the division into two terms. The full −E₂N belongs to intermediate normalization.

**(g) Two systems A and B do not interact. Is each part of E₄ the sum of the values for A and B?**

*Solution.* Now H₀ = H₀(A) + H₀(B) and V = V(A) + V(B). The systems are far apart, so exchange between their electrons plays no role. The product Ψ(A)Ψ(B) is an eigenfunction with energy E(A) + E(B) for every λ. Every Eₙ is therefore additive, including E₄. The product also has overlap 1 with the reference 0(A)0(B), so it is in intermediate normalization. Its first two orders are

Ψ₁ = Ψ₁(A)0(B) + 0(A)Ψ₁(B)
Ψ₂ = Ψ₂(A)0(B) + 0(A)Ψ₂(B) + Ψ₁(A)Ψ₁(B).

The two parts of Ψ₁ are orthogonal, so N = N(A) + N(B). The renormalization term is then

−[E₂(A) + E₂(B)][N(A) + N(B)],

which contains the nonadditive piece −E₂(A)N(B) − E₂(B)N(A).

In the principal term, the first two parts of Ψ₂ give P(A) + P(B). Their other contributions vanish, because each contains ⟨0|Ψ₁⟩, ⟨0|Ψ₂⟩ or ⟨0|W|0⟩ for one of the systems. The third part, with both systems excited, meets the first part of Ψ₁ as follows:

⟨Ψ₁(A)0(B)|W(A) + W(B)|Ψ₁(A)Ψ₁(B)⟩ = E₃(A)⟨0(B)|Ψ₁(B)⟩ + N(A)⟨0(B)|W(B)|Ψ₁(B)⟩ = N(A)E₂(B).

The second part of Ψ₁ gives N(B)E₂(A) in the same way. Altogether

P = P(A) + P(B) + E₂(A)N(B) + E₂(B)N(A).

In general neither part of E₄ is additive, but the unwanted products cancel in the sum. For M identical systems the renormalization term is −(ME₂)(MN) = −M²E₂N, with E₂ and N those of one system. It grows as M², while E₄ grows as M. Leaving the term out would give an energy per system that changes with the number of distant, noninteracting neighbours.

**(h) Apply the results to the electron correlation of H₃⁺, with H₀ chosen as the sum of the Fock operators of the two electrons. Read the numbers.**

*Solution.* The nuclei form an equilateral triangle with a chosen side of 1.65 bohr, and the basis is cc-pVDZ. The two electrons then have 120 singlet basis states, few enough for full configuration interaction (full CI), the diagonalization of the complete matrix. Full CI serves as the reference within this basis. It does not correct the error of the finite basis, and it ignores nuclear motion and relativity. All digits below belong to this basis.

In the reference both electrons occupy the lowest orbital, of energy −1.20623 hartree, so E₀ = −2.41247 hartree. Each orbital energy contains the repulsion by the other electron, so E₀ counts this repulsion twice. The first order, E₁ = −0.69948 hartree, removes one of the two. Adding the nuclear repulsion, 3/1.65 = 1.81818 hartree, gives

−2.41247 − 0.69948 + 1.81818 = −1.29377 hartree,

which is the Hartree-Fock energy, −1.29376 hartree, up to rounding. Correlation thus begins with E₂.

The first-order function contains no single excitations. For such a state k, V₀ₖ = ⟨0|H|k⟩, because H₀ is diagonal, and this element vanishes since the Hartree-Fock energy is stationary when an occupied orbital is mixed with an empty one. Singles first enter in Ψ₂, with a squared norm of 2.2 × 10⁻⁵.

The corrections are

E₂ = −0.029040 hartree (−0.790 eV)
E₃ = −0.006451 hartree
N = 0.009592
P = −0.001902 hartree
−E₂N = 0.029040 × 0.009592 = 0.000279 hartree
E₄ = −0.001902 + 0.000279 = −0.001623 hartree (−0.0442 eV).

The signs are those of part (d). The renormalization term cancels about 15% of the principal term. With unit normalization the same E₄ appears as −0.001762 + 0.000139 hartree. As a test that does not use the recursion, H₀ + λV was diagonalized at complex λ on a circle, and the Taylor coefficients were taken from the eigenvalues. This gave the same E₄.

The full CI correlation energy is −0.03771 hartree. The sums through second, third and fourth order recover 77%, 94% and 98% of it. After fourth order the energy is still 0.00059 hartree too high. The sum through order 30 agrees with full CI to rounding error, which supports convergence in this basis but does not prove it. These values are not converged with respect to the basis. In cc-pVQZ the Hartree-Fock energy is −1.30014 hartree and the correlation energy −0.04297 hartree, with E₂ = −0.03549, E₃ = −0.00532 and E₄ = −0.00156 hartree. The renormalization term then cancels 19% of the principal term, and the three sums recover 83%, 95% and 99%.

Without the renormalization term, the fourth-order sum would be lower by 0.00028 hartree, and its error would shrink to 0.00032 hartree. This apparent gain is accidental: the missing higher orders happen to add up to a negative amount here, and the mistake is negative too. The coefficient itself would be wrong. Two noninteracting copies of the ion show the damage. Their principal term is −0.004361 hartree, whereas twice the single value is −0.003804 hartree. The difference, −0.000557 hartree, is the 2E₂N of part (g). The renormalization term of the pair, 0.001114 hartree, is four times the single one and restores

E₄(pair) = −0.004361 + 0.001114 = −0.003247 hartree,

twice the value for one ion up to rounding.

Equation (6) at λ = 1, with the nuclear repulsion added, gives

−1.293764 + (−0.029040 − 0.006451)/1.009592 = −1.293764 − 0.035154 = −1.32892 hartree.

As the expectation value of H in a trial function, this cannot lie below the full CI energy, −1.33147 hartree, and it lies 0.0026 hartree above it. The first-order sum E₀ + E₁ = ⟨0|H|0⟩ is also such an expectation value, but partial sums of second and higher order are not, and they carry no such guarantee. The remaining values are in the numerical output.

Calculated quantities

```
H-H side                              1.65 bohr
orbitals / singlet basis states       15 / 120
occupied orbital energy               -1.206234 hartree
lowest virtual orbital energy         -0.187594 hartree
nuclear repulsion                     1.818182 hartree
Hartree-Fock total energy             -1.29376378 hartree
full CI total energy                  -1.33147295 hartree
correlation energy (full CI - HF)     -0.03770917 hartree
E0 from recursion                     -2.41246712 hartree
E1 from recursion                     -0.69947848 hartree
E2 from recursion                     -0.02904049 hartree
E3 from recursion                     -0.00645122 hartree
E4 from recursion                     -0.00162320 hartree
E4 from complex eigenvalues           -0.00162320 hartree
N = <psi1|psi1>                       0.00959207 (no unit)
<psi1|V-E1|psi2>                      -0.00190176 hartree
-E2*N                                 0.00027856 hartree
sum of these two                      -0.00162320 hartree
E2 converted                          -0.79023 eV
E4 converted                          -0.04417 eV
sum through order 1, total            -1.29376378 hartree
   minus full CI                      0.03770917 hartree
sum through order 2, total            -1.32280427 hartree
   minus full CI                      0.00866868 hartree
sum through order 3, total            -1.32925549 hartree
   minus full CI                      0.00221746 hartree
sum through order 4, total            -1.33087869 hartree
   minus full CI                      0.00059426 hartree
order-30 sum minus full CI            2.7e-15 hartree
singles part of <psi2|psi2>           2.224e-05 (no unit)
Rayleigh quotient of |0>+psi1, total  -1.32891828 hartree
its fourth-order coefficient          0.00027856 hartree
unit norm: <psi1|V-E1|psi2'>          -0.00176248 hartree
unit norm: -E2*N/2                    0.00013928 hartree
two copies: E4                        -0.00324641 hartree
two copies: <psi1|V-E1|psi2>          -0.00436064 hartree
two copies: -E2*N                     0.00111423 hartree
nonadditive part of first term        -0.00055712 hartree
nonadditive part of -E2*N             0.00055712 hartree
two-level gap, coupling               2.0, 0.3 hartree
two-level E2                          -0.045000 hartree
two-level N                           0.022500 (no unit)
two-level E4 from square root         0.0010125 hartree
two-level -E2*N                       0.0010125 hartree
```
